\section*{Mean-field and random-phase Curie temperatures of a simple-cubic classical ferromagnet}

\section{Problem}

Classical unit vectors $\mathbf e_i$ sit on the $N$ sites of a simple-cubic lattice with periodic boundaries. Nearest neighbors are coupled ferromagnetically, and each pair is counted once:
\begin{equation}
H=-J\sum_{\langle ij\rangle}\mathbf e_i\cdot\mathbf e_j
=-\frac12\sum_{ij}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,\qquad J>0 .
\end{equation}
Wave vectors $\mathbf q$ are measured in inverse lattice constants. The Fourier transform of the exchange is
\begin{equation}
J_{\mathbf q}=2J(\cos q_x+\cos q_y+\cos q_z)=J_0\gamma_{\mathbf q},\qquad J_0=6J .
\end{equation}

(a) Find the Curie temperature in the mean-field approximation (MF) and in the random-phase approximation (RPA), and evaluate their ratio.

(b) The manganese sites of La$_{0.7}$Sr$_{0.3}$MnO$_3$, an electrode material for magnetic tunnel junctions, form a nearly simple-cubic lattice. Take the rough value $J=20$ meV. What do the two approximations predict for the Curie temperature and for the magnetization at 300 K, and how far can these numbers be trusted?

A Hamiltonian that counts every pair twice with the same $J$ doubles both temperatures and leaves their ratio unchanged.

\section{First estimate by scaling}

Let the order point along $z$. In the disordered phase isotropy requires $\langle (e^y)^2\rangle=1/3$. A crude criterion for the loss of order is therefore that thermal transverse fluctuations reach $1/3$.

If each spin fluctuates alone in the field $J_0$ of its aligned neighbors, a small tilt costs $\frac12J_0(e^y)^2$. Equipartition gives $\langle(e^y)^2\rangle=kT/J_0$, hence $kT\approx J_0/3=2J$.

If neighbors tilt together, the cost is smaller. A wave has stiffness $J_0-J_{\mathbf q}\approx Jq^2$ at small $q$. Use this form everywhere and replace the Brillouin zone by a sphere of equal volume, with radius $q_D=(6\pi^2)^{1/3}=3.898$:
\begin{equation}
\langle(e^y)^2\rangle\approx\int_0^{q_D}\frac{4\pi q^2dq}{(2\pi)^3}\frac{kT}{Jq^2}
=\frac{kT\,q_D}{2\pi^2J}.
\end{equation}
Setting this to $1/3$ gives $kT\approx2\pi^2J/(3q_D)=1.69J$. The estimated ratio of the two temperatures is $2J/(1.69J)$, or $3q_D/\pi^2=1.18$. Collective fluctuations thus lower the Curie temperature by a factor of order one.

\section{Solution}

\subsection{Mean field}

Each spin is placed in the average field $J_0m$ of its neighbors, where $m=\langle e^z\rangle$. The variable $z=e^z$ is uniformly distributed on a free sphere, so its thermal distribution is proportional to $e^{az}$ with $a=J_0m/kT$. Then
\begin{equation}
m=\frac{d}{da}\ln\int_{-1}^{1}e^{az}dz
=\frac{d}{da}\ln\frac{2\sinh a}{a}=\coth a-\frac1a\equiv L(a).
\end{equation}
Dividing by $a$ gives the condition for nonzero $m$:
\begin{equation}
\frac{L(a)}{a}=\frac{kT}{J_0}.\label{mf}
\end{equation}
The partial-fraction series of the hyperbolic cotangent gives $L(a)/a=\sum_{n\ge1}2/(a^2+n^2\pi^2)$. Each term falls as $a$ grows, and the sum at $a=0$ is $1/3$. A solution with $a>0$ therefore exists for $kT<J_0/3$ and disappears continuously at
\begin{equation}
kT_{\rm MF}=\frac{J_0}{3}=2J .
\end{equation}

\subsection{An exact relation between correlations}

Define the Poisson bracket by $\{e_i^x,e_j^y\}=\delta_{ij}e_i^z$ and cyclic permutations. For any function $F$ of the spins,
\begin{equation}
\{e_i^x,F\}=e_i^z\frac{\partial F}{\partial e_i^y}-e_i^y\frac{\partial F}{\partial e_i^z}.
\label{rot}
\end{equation}
Up to sign, this is the derivative of $F$ under a rotation of spin $i$ about the $x$ axis. The integral over a sphere does not change under rotation, so the integral of (\ref{rot}) vanishes. Choose $F=Be^{-\beta H}$ with $\beta=1/kT$ and apply the product rule:
\begin{equation}
\langle\{e_i^x,B\}\rangle=\beta\langle B\{e_i^x,H\}\rangle .\label{exact}
\end{equation}

Add a small field energy $-b\sum_ie_i^z$ to select the direction of order. The total field on a spin is $\mathbf h_i=\sum_lJ_{il}\mathbf e_l+b\hat{\mathbf z}$, and $\partial H/\partial\mathbf e_i=-\mathbf h_i$. Equation (\ref{rot}) then gives $\{e_i^x,H\}=h_i^ze_i^y-h_i^ye_i^z$. With $B=e_j^y$, (\ref{exact}) becomes
\begin{equation}
m\,\delta_{ij}=\beta\big\langle e_j^y\,(h_i^ze_i^y-h_i^ye_i^z)\big\rangle .\label{id}
\end{equation}
No approximation has been made. For two coupled spins with $J=1$, $b=0.7$ and $\beta=0.9$, direct integration gives 0.257217 for both sides when $i=j$, and zero within rounding for the right side when $i\ne j$.

\subsection{Random-phase decoupling}

The approximation is to replace the $z$ components in (\ref{id}) by their mean $m$, which neglects their correlation with the transverse components. With $G_{ij}=\langle e_i^ye_j^y\rangle$,
\begin{equation}
m\,\delta_{ij}=\beta\Big[(b+J_0m)G_{ij}-m\sum_lJ_{il}G_{lj}\Big].
\end{equation}
The lattice sum is a convolution, so a Fourier transform gives $m=\beta[b+m(J_0-J_{\mathbf q})]G_{\mathbf q}$. Let $N\to\infty$ first and then $b\to0$. For $m\ne0$ the magnetization cancels:
\begin{equation}
G_{\mathbf q}=\frac{kT}{J_0-J_{\mathbf q}} .\label{gq}
\end{equation}
The same-site correlation is the zone average of $G_{\mathbf q}$:
\begin{equation}
\langle(e^y)^2\rangle=\frac{kT}{J_0}W,\qquad
W=\int_{-\pi}^{\pi}\!\frac{d^3q}{(2\pi)^3}\,\frac1{1-\gamma_{\mathbf q}} .\label{sum}
\end{equation}
The integrand grows as $6/q^2$ near the origin, which is integrable in three dimensions.

To find $m$, the distribution of a single spin is needed. Repeat the calculation with $B=e_j^yf(e_j^z)$, where $f$ is any smooth function. By (\ref{rot}),
\begin{equation}
\{e_i^x,B\}=\delta_{ij}\big[zf-y^2f'\big],
\end{equation}
where $y$ and $z$ are components of spin $j$. The decoupled equation has the same form as before, with $m$ on its left side replaced by $\langle zf-y^2f'\rangle$. Its same-site solution is
\begin{equation}
a\langle y^2f\rangle=\langle zf-y^2f'\rangle,\qquad a=\frac{J_0m}{kT\,W}.\label{mom}
\end{equation}
Symmetry about the $z$ axis makes the mean of $y^2$ at fixed $z$ equal to $(1-z^2)/2$. If $p(z)$ is the distribution of $z$, (\ref{mom}) reads
\begin{equation}
\int_{-1}^{1}p\Big[a\frac{1-z^2}{2}f-zf+\frac{1-z^2}{2}f'\Big]dz=0 .
\end{equation}
Integrate the last term by parts. The boundary terms vanish because of the factor $1-z^2$, and the derivative of that factor produces $+pzf$, which cancels the middle term. What remains is
\begin{equation}
\int_{-1}^{1}f\,\frac{1-z^2}{2}\,(ap-p')\,dz=0 .
\end{equation}
Since $f$ is arbitrary, $p'=ap$ and $p\propto e^{az}$. Hence $m=L(a)$ as in mean field, but with the new value of $a$:
\begin{equation}
\frac{L(a)}{a}=\frac{kT\,W}{J_0}.\label{rpa}
\end{equation}
Comparison with (\ref{mf}) shows that $m_{\rm RPA}(T)=m_{\rm MF}(WT)$. The order again vanishes continuously, now at
\begin{equation}
kT_{\rm RPA}=\frac{J_0}{3W}=\frac{2J}{W},\qquad
\frac{T_{\rm MF}}{T_{\rm RPA}}=W .
\end{equation}

\subsection{The Watson integral}

Write $1/(1-\gamma)=\int_0^\infty e^{-s(1-\gamma)}ds$ and set $s=3t$. The exponential factorizes into the three directions, and the average of $e^{t\cos q}$ over $-\pi<q<\pi$ is the modified Bessel function $I_0(t)$. Therefore
\begin{equation}
W=3\int_0^\infty\big[e^{-t}I_0(t)\big]^3dt=1.516 .
\end{equation}
At large $t$ the bracket tends to $(2\pi t)^{-1/2}$, so the integrand falls as $t^{-3/2}$ and the integral converges.

A direct sum over the zone gives an independent value. On a mesh shifted by half a step from $\mathbf q=0$, the average is 1.49551 with 40 points per axis and 1.50595 with 80. The peak $6/q^2$ is poorly sampled in a few cells. Their volume scales as the inverse cube of the number of points per axis and their height as its square, so the error is inversely proportional to that number. Eliminating it gives $2(1.50595)-1.49551=1.5164$, in agreement with the Bessel integral. Hence $kT_{\rm RPA}=1.319J$.

On a square lattice $1-\gamma\approx q^2/4$, and the average contains
\begin{equation}
\int\frac{2\pi q\,dq}{(2\pi)^2}\,\frac4{q^2}=\frac2\pi\int\frac{dq}{q},
\end{equation}
which diverges at small $q$. Mesh averages grow by 0.4413 per doubling of the mesh, equal to $(2/\pi)\ln2$. The RPA Curie temperature of this isotropic two-dimensional model is zero, while mean field still gives a finite one.

\section{Comparison of estimate and solution}

The scaling ratio 1.18 is 22\% below the RPA ratio 1.516. Two replacements compete. The inequality $1-\cos q\le q^2/2$ means that $Jq^2$ overestimates the stiffness, which lowers the fluctuation sum. The sphere gathers the zone's volume closer to the origin, which raises the integral of $1/q^2$. The first error is much the larger. The estimate has the right mechanism and order of magnitude, but the number depends on the flattening of $J_0-J_{\mathbf q}$ toward the zone boundary; the shape of the zone matters little.

\subsection{Two limits of the magnetization}

At low temperature $a$ is large and $L(a)\approx1-1/a$. To first order, (\ref{mf}) and (\ref{rpa}) give
\begin{equation}
1-m_{\rm MF}\approx\frac{kT}{J_0},\qquad 1-m_{\rm RPA}\approx\frac{kT\,W}{J_0}.
\end{equation}
The second result is that of harmonic spin waves. For small tilts $1-e^z\approx\frac12[(e^x)^2+(e^y)^2]$, each transverse component of a wave has stiffness $J_0-J_{\mathbf q}$, and equipartition reproduces (\ref{gq}). Mean field misses the soft long waves.

This difference was tested by Monte Carlo simulation of the classical model in a periodic box of $6^3$ spins at $kT=0.2J$. There $m$ is the length of the mean spin vector. The uniform mode turns this vector without shortening it, so $\mathbf q=0$ is left out of the zone average, which becomes 1.292. The simulated loss $1-m$ is 0.0448, uncertain by a few units in the last digit. RPA gives 0.0451 and mean field 0.0345.

Near the transition, $L(a)/a\approx1/3-a^2/45$ and $m\approx a/3$. In either approximation, with its own $T_C$,
\begin{equation}
\frac{a^2}{45}=\frac13\Big(1-\frac T{T_C}\Big)
\quad\Longrightarrow\quad
m^2\approx\frac53\Big(1-\frac T{T_C}\Big).\label{near}
\end{equation}

\subsection{The transition without decoupling}

Neither approximation gives the exact Curie temperature. It can be located from $U=1-\langle M^4\rangle/(3\langle M^2\rangle^2)$, where $M$ is the length of the mean spin vector. At a continuous transition $U$ becomes independent of box size, apart from corrections that fade in large boxes. Simulated curves for $6^3$ and $12^3$ spins cross at $kT=1.440J$, with a statistical error of $0.009J$. The remaining finite-size shift is not included in that error. Relative to this value, mean field is 39\% high and RPA is 8\% low.

\section{Numbers for a manganite electrode}

With $J=20$ meV, $J/k=20/0.086173=232.1$ K. The Curie temperatures are
\begin{align}
T_{\rm MF}&=2\times232.1\ \mathrm K=464\ \mathrm K,\\
T_{\rm RPA}&=1.319\times232.1\ \mathrm K=306\ \mathrm K,\\
T_{\rm MC}&=1.440\times232.1\ \mathrm K=334\ \mathrm K,
\end{align}
where MC denotes Monte Carlo, with a statistical error of 2 K.

At 300 K, $kT/J_0=0.086173\times300/120=0.2154$. Equation (\ref{mf}) then gives $a=3.21$ and $m_{\rm MF}=0.69$. In RPA the temperature is only 2\% below the transition, and (\ref{near}) gives $m\approx[\frac53(1-300/306.1)]^{1/2}=0.18$, as does the full equation (\ref{rpa}). At this fixed $J$, one approximation describes a strongly magnetized electrode and the other a nearly disordered one. The RPA magnetization here is very sensitive to $J$. The simulated transition lies 28 K above the RPA one and 130 K below the mean-field one, so neither 0.18 nor 0.69 should be used as a device prediction; the magnetization of the undecoupled model lies between them.

\subsection{What the model leaves out}

\paragraph{Quantum spins.} Let $H=-J'\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j$, and hold $J=J'S^2$ fixed. In RPA a spin wave has energy $E_{\mathbf q}=6J'\langle S^z\rangle(1-\gamma_{\mathbf q})$. Its two transverse components behave as an oscillator pair with commutator $i\langle S^z\rangle$, so each has variance $\frac12\langle S^z\rangle\coth(E_{\mathbf q}/2kT)$. As $\langle S^z\rangle\to0$ this tends to $kT/[6J'(1-\gamma_{\mathbf q})]$, the classical form. The site sum is now $S(S+1)/3$, hence
\begin{equation}
kT_{\rm RPA}=\frac{6J'S(S+1)}{3W}=\frac{J_0}{3W}\Big(1+\frac1S\Big).
\end{equation}
In mean field the weak-field response of a free spin is also proportional to $S(S+1)/3$, so $T_{\rm MF}$ gains the same factor and the ratio stays $W$. For a mean spin of 1.85 the factor is 1.54, and $T_{\rm RPA}$ rises to about 472 K.

\paragraph{Double exchange.} Electrons hopping between manganese sites suggest a bond energy $-t\cos(\theta/2)$ for an angle $\theta$ between spins. At small angles it equals $-t(1-\theta^2/8)$, equivalent to $J=t/4$. Near the mean-field transition the distribution of a single spin is $(1+\epsilon e^z)/4\pi$ with small $\epsilon$. Averaging the bond energy over a neighbor with this distribution leaves, besides a constant, only its first Legendre component in the angle $\theta$ between the spins. With $c=\cos\theta$ and $u=(1+c)/2$, that component gives
\begin{equation}
\frac{J_{\rm eff}}t=\frac32\int_{-1}^{1}c\sqrt{\frac{1+c}2}\,dc
=3\int_0^1(2u-1)\sqrt u\,du=\frac25 .
\end{equation}
If $J$ was inferred from small-angle spin waves, and $t$ does not change with temperature, the mean-field Curie temperature is larger by a factor $0.4/0.25=1.6$.

\paragraph{Second neighbors.} Give the 12 second neighbors a coupling $0.1J$ at fixed $J$. Then $J_0=7.2J$, $T_{\rm MF}=557$ K and $T_{\rm RPA}=396$ K. The ratio falls to 1.41, so 1.516 belongs to the nearest-neighbor model. The small-$q$ stiffness rises from $J$ to $1.4J$; if that stiffness is what was held fixed, both temperatures are divided by 1.4 and fall to 398 K and 283 K, so the sign of this shift depends on how $J$ was obtained.

\paragraph{Anisotropy.} Represent a rough easy-axis energy of $10^4$ J/m$^3$ by a slightly stronger exchange of the $z$ components. With a lattice constant of 0.39 nm this is $K=3.7\ \mu$eV per site. Turning all spins from $z$ to $x$ costs half the difference of the summed exchanges, so that difference is $2K$. The denominator in $W$ becomes $1-\gamma_{\mathbf q}+\delta$ with $\delta=2K/J_0=6.2\times10^{-5}$. The change comes from small $q$:
\begin{equation}
W(0)-W(\delta)\approx\frac6{2\pi^2}\int_0^\infty\frac{6\delta\,dq}{q^2+6\delta}
=\frac{6\sqrt{6\delta}}{4\pi}=0.009 .
\end{equation}
Keeping the isotropic site sum $1/3$, $T_{\rm RPA}$ rises by about 2 K.

\subsection{Reading the result for a real electrode}

Bulk La$_{0.7}$Sr$_{0.3}$MnO$_3$ orders at roughly 360 K. The classical Monte Carlo value of 334 K is close, but this is no confirmation of the model: $J$ is a rough input, and the estimated corrections are large: 54\% for quantum spins in both approximations, and 60\% for double exchange in mean field. Neither figure need hold for the Monte Carlo temperature. These are separate estimates and should not be multiplied into a prediction. Among the changes estimated above, the two largest come from giving up classical moments and from giving up a coupling that is the same at all angles. Disorder, lattice distortion and the finite thickness of a film are also absent, and $m$ is a bulk magnetization, whereas a tunnel junction responds to the spin polarization at the interface, which this model does not describe. The result that carries over to other values of $J$ is narrower: for isotropic nearest-neighbor exchange on this lattice, replacing mean field by RPA divides the Curie temperature by 1.516. The values behind these comparisons are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Watson integral W, Bessel form: 1.516386
Watson integral W, mesh sums extrapolated: 1.516394
shifted mesh average, 40 points per axis: 1.49551
shifted mesh average, 80 points per axis: 1.50595
square lattice, growth per mesh doubling: 0.4413
(2/pi) ln 2: 0.4413
two-spin identity, m: 0.257217, same site: 0.257217
two-spin identity, other site: 8.7e-17
k T_MF / J: 2.0000
k T_RPA / J: 1.3189
k T_C / J, Monte Carlo L=6,12: 1.440
  its statistical error: 0.009
T_MF / T_MC: 1.388
T_RPA / T_MC: 0.916
low-temperature test at k T / J: 0.20, L = 6
  zone average without q=0, L=6: 1.2922
  1-m Monte Carlo: 0.0448
  1-m RPA: 0.0451
  1-m mean field: 0.0345
example J: 20.0 meV
example J0: 120.0 meV
example lattice constant: 0.39 nm
example mean spin: 1.85
Boltzmann constant: 0.086173 meV/K
J/k: 232.1 K
T_MF: 464.2 K
T_RPA: 306.1 K
T_MF - T_RPA: 158.1 K
T_C Monte Carlo: 334 K
  its statistical error: 2 K
temperature of use: 300 K
m at use temperature, mean field: 0.692
m at use temperature, RPA: 0.181
quantum spin-length factor 1+1/S: 1.541
T_RPA with quantum spin length: 472 K
double exchange, Legendre coupling / t: 0.4000
double exchange, small-angle coupling / t: 0.2500
double exchange, ratio of couplings: 1.600
second-neighbour coupling / J: 0.10
  T_MF/T_RPA: 1.4073
  T_MF: 557.0 K
  T_RPA: 395.8 K
anisotropy energy density: 10000 J/m3
  per site: 3.70 micro-eV
  gap / J0: 6.17e-05
  W with gap: 1.5072
  rise of T_RPA: 1.9 K
\end{verbatim}
